# Isotropic Eliashberg equations and the low-frequency limit of Z: a numerical check

```python
"""Isotropic Eliashberg equations on the Matsubara axis (hbar = k_B = 1).

Result under test, with w_n = (2n+1) pi T and gap_n = phi_n / Z_n:
  Z_n       = 1 + (pi T / w_n) sum_m lambda(n-m) w_m / sqrt(w_m^2 + gap_m^2)
  Z_n gap_n = pi T sum_m lambda(n-m) gap_m / sqrt(w_m^2 + gap_m^2)
  lambda(l) = integral of 2 W a2F(W) / (W^2 + (2 pi T l)^2) over W
In the normal state Z_0 = 1 + lambda at every T, and at T = 0 Z(iw) tends to
1 + lambda as w -> 0.  In the superconducting state Z_0 < 1 + lambda.
Model: spherical Fermi surface, phonon energy c*q, squared coupling C*q.
Energies are in Ry, lengths in bohr; Z and lambda are pure numbers.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

k_fermi = 0.5            # 1/bohr
sound = 0.002            # Ry bohr
dos = 5.0                # states per Ry, spin and cell
coupling_slope = 2.0e-4  # Ry^2 bohr
debye = 2 * k_fermi * sound
lam0 = 2 * dos * coupling_slope / sound
n_freq = 512
tau0 = np.eye(2)
tau1 = np.array([[0.0, 1.0], [1.0, 0.0]])
tau3 = np.diag([1.0, -1.0])


def a2f(energy):
    return lam0 * (energy / debye) ** 2


def lam(nu):
    """Closed form of lambda at boson frequency nu."""
    y = np.maximum((np.asarray(nu, dtype=float) / debye) ** 2, 1e-300)
    return lam0 * (1 - y * np.log1p(1 / y))


def z_normal_zero_temperature(w):
    x = w / debye
    return 1 + lam0 * (1 / 3 + 2 * np.arctan(x) / (3 * x)
                       - x**2 * np.log1p(1 / x**2) / 3)


def z_normal_finite_sum(n, temperature):
    values = lam(2 * np.pi * temperature * np.arange(1, n + 1))
    return 1 + (lam0 + 2 * values.sum()) / (2 * n + 1)


def z_normal_long_sum(n, temperature, cutoff=20000):
    m = np.arange(-cutoff, cutoff)
    terms = lam(2 * np.pi * temperature * (n - m)) * np.sign(2 * m + 1)
    return 1 + terms.sum() / (2 * n + 1)


def kernels(temperature):
    n = np.arange(n_freq)
    values = lam(2 * np.pi * temperature * np.arange(2 * n_freq + 1))
    same = values[np.abs(n[:, None] - n[None, :])]
    opposite = values[n[:, None] + n[None, :] + 1]
    running = np.cumsum(values)
    tail = running[n_freq + n] - running[n_freq - n - 1]
    return n, same, opposite, tail, running


def solve(temperature):
    """Fixed-point solution; frequencies past the cutoff enter Z as normal."""
    n, same, opposite, tail, _ = kernels(temperature)
    w = (2 * n + 1) * np.pi * temperature
    difference, total = same - opposite, same + opposite
    gap = np.full(n_freq, 0.1 * debye)
    for _ in range(8000):
        root = np.hypot(w, gap)
        z = 1 + (difference @ (w / root) + tail) / (2 * n + 1)
        new_gap = np.pi * temperature * (total @ (gap / root)) / z
        change = np.max(np.abs(new_gap - gap))
        gap = new_gap
        if change < 1e-12 * debye:
            break
    else:
        raise RuntimeError("gap iteration did not converge")
    root = np.hypot(w, gap)
    z = 1 + (difference @ (w / root) + tail) / (2 * n + 1)
    return w, z, gap


def pairing_eigenvalue(temperature):
    n, same, opposite, _, running = kernels(temperature)
    diagonal = (2 * n + 1) + 2 * running[n] - lam0
    return np.linalg.eigvalsh(same + opposite - np.diag(diagonal))[-1]


def paired_level_deviation():
    """Exact self-energy of one paired level with an oscillator (energy 1)
    against the second-order Nambu expression; relative deviation."""
    xi, phi, g, temp, levels = 0.3, 0.4, 0.01, 0.25, 14
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    eye_b = np.eye(levels)
    up = np.kron(np.kron(lower, np.eye(2)), eye_b)
    down = np.kron(np.kron(tau3, lower), eye_b)
    boson = np.kron(np.eye(4), np.diag(np.sqrt(np.arange(1, levels)), 1))
    charge = up.T @ up + down.T @ down - np.eye(4 * levels)
    pair = up.T @ down.T + down @ up
    ham = (xi * charge + phi * pair + boson.T @ boson
           + g * charge @ (boson + boson.T))
    energy, vec = np.linalg.eigh(ham)
    weight = np.exp(-(energy - energy[0]) / temp)
    weight /= weight.sum()
    spinor = [vec.T @ op @ vec for op in (up, down.T)]
    m = np.arange(-4000, 4000)
    wm = (2 * m + 1) * np.pi * temp
    bare = np.linalg.inv(1j * wm[:, None, None] * tau0
                         - xi * tau3 - phi * tau1)
    e0 = np.hypot(xi, phi)
    mean_charge = -xi / e0 * np.tanh(e0 / (2 * temp))
    worst = 0.0
    for n in (0, 1, 3):
        w = (2 * n + 1) * np.pi * temp
        factor = ((weight[:, None] + weight[None, :])
                  / (1j * w + energy[:, None] - energy[None, :]))
        green = np.array([[np.sum(factor * a * b) for b in spinor]
                          for a in spinor])
        exact = (1j * w * tau0 - xi * tau3 - phi * tau1
                 - np.linalg.inv(green))
        phonon = 2 / (1 + (w - wm) ** 2)
        exchange = temp * g**2 * np.einsum(
            "m,mij->ij", phonon, tau3 @ bare @ tau3)
        formula = exchange - 2 * g**2 * mean_charge * tau3
        worst = max(worst, np.linalg.norm(exact - formula)
                    / np.linalg.norm(exact))
    return worst


# Second-order Nambu self-energy; remaining deviation is of relative order g^2.
level_deviation = paired_level_deviation()
assert level_deviation < 5e-3

# Coupling function from a double sum over points of the Fermi sphere.
cosines, cos_weights = np.polynomial.legendre.leggauss(20)
angles = 2 * np.pi * np.arange(40) / 40
cc, aa = np.meshgrid(cosines, angles, indexing="ij")
ss = np.sqrt(1 - cc**2)
points = k_fermi * np.stack(
    [ss * np.cos(aa), ss * np.sin(aa), cc], axis=-1).reshape(-1, 3)
point_weights = np.repeat(cos_weights / 2, 40) / 40
q_squared = np.maximum(2 * k_fermi**2 - 2 * points @ points.T, 0)
surface_values = []
for ratio in (0.2, 0.5, 1.0, 3.0):
    nu = ratio * debye
    pair_values = (dos * coupling_slope * 2 * sound * q_squared
                   / (sound**2 * q_squared + nu**2))
    surface = point_weights @ pair_values @ point_weights
    spectral = quad(lambda x: 2 * x * a2f(x * debye) / (x**2 + ratio**2),
                    0, 1)[0]
    assert abs(surface - lam(nu)) < 1e-5
    assert abs(spectral - lam(nu)) < 1e-8
    surface_values.append((ratio, surface, float(lam(nu))))
assert abs(quad(lambda x: 2 * a2f(x * debye) / x, 0, 1)[0] - lam0) < 1e-9

# Transition temperature, checked by the nonlinear equations on both sides.
t_c = brentq(pairing_eigenvalue, 0.02 * debye, 0.3 * debye, xtol=1e-12)
below, above = solve(0.97 * t_c), solve(1.03 * t_c)
assert below[2][0] > 0.01 * debye
assert abs(above[2][0]) < 1e-6 * debye

# Normal state: long explicit sums against the finite sum and 1 + lambda.
for temperature in (0.1 * t_c, t_c, 2 * t_c):
    assert abs(z_normal_long_sum(0, temperature) - (1 + lam0)) < 1e-5
    for n in (1, 4):
        assert abs(z_normal_long_sum(n, temperature)
                   - z_normal_finite_sum(n, temperature)) < 1e-5

# Normal state at T = 0: quadrature, and a dense Matsubara sum at fixed w.
# With n = 50 the sum reaches at least about 80 debye for every w used here,
# so the omitted tail, about (debye / frequency)^2 / 2, is near 1e-4 or less.
normal_rows = []
for ratio in (10.0, 1.0, 0.1, 0.01):
    w = ratio * debye
    closed = z_normal_zero_temperature(w)
    average = quad(lambda x: float(lam(x * debye)), 0, ratio)[0] / ratio
    dense = z_normal_long_sum(50, w / (101 * np.pi), 400000)
    assert abs(closed - 1 - average) < 1e-7
    assert abs(closed - dense) < 1e-3
    normal_rows.append((ratio, closed))
assert abs(normal_rows[-1][1] - (1 + lam0)) < 1e-3
assert normal_rows[0][1] - 1 < 0.15 * lam0

# Superconducting state: insert the solution into the 2x2 matrix equation.
t_low = 0.05 * t_c
w_low, z_low, gap_low = solve(t_low)
m_all = np.arange(-n_freq, n_freq)
w_all = np.concatenate([-w_low[::-1], w_low])
z_all = np.concatenate([z_low[::-1], z_low])
gap_all = np.concatenate([gap_low[::-1], gap_low])
theta = np.pi * ((np.arange(200) + 0.5) / 200 - 0.5)
scale = 2 * debye
xi_grid = scale * np.tan(theta)
xi_weight = scale / np.cos(theta) ** 2 * np.pi / 200
inverse_green = (
    (1j * w_all * z_all)[:, None, None, None] * tau0
    - xi_grid[None, :, None, None] * tau3
    - (z_all * gap_all)[:, None, None, None] * tau1)
integrated = np.einsum("x,mxij->mij", xi_weight, np.linalg.inv(inverse_green))
tail_low = kernels(t_low)[3]
matrix_residual = 0.0
for n in (0, 1, 5, 40):
    strength = lam(2 * np.pi * t_low * (n - m_all))
    sigma = t_low * np.einsum("m,mij->ij", strength, tau3 @ integrated @ tau3)
    sigma = sigma - 1j * np.pi * t_low * tail_low[n] * tau0
    expected = (1j * w_low[n] * (1 - z_low[n]) * tau0
                + z_low[n] * gap_low[n] * tau1)
    matrix_residual = max(matrix_residual,
                          np.max(np.abs(sigma - expected)) / debye)
assert matrix_residual < 1e-8

# Zero-frequency Z at T = 0 from an integral over the interpolated gap.
gap_curve = CubicSpline(w_all, gap_all)
grid = np.linspace(0, w_low[-1], 200001)
middle = (grid[1:] + grid[:-1]) / 2
z_integral = 1 + np.sum(-np.diff(lam(grid)) * middle
                        / np.hypot(middle, gap_curve(middle)))
z_integral += float(lam(grid[-1]))
# The solution sits at w = pi T, not at zero: a difference of order T^2 ln T.
assert abs(z_integral - z_low[0]) < 2e-3
assert 1 + lam0 - z_low[0] > 0.01

# The reduction of Z_0 is present at all three temperatures and is smallest
# next to the transition, where the gap closes.
half = solve(0.5 * t_c)
assert max(z_low[0], half[1][0]) < below[1][0] < 1 + lam0

rydberg_ev = constants.value("Rydberg constant times hc in eV")
boltzmann_ev = constants.value("Boltzmann constant in eV/K")
print(f"Fermi wave number k_F = {k_fermi:.3f} 1/bohr")
print(f"sound velocity c (hbar=1) = {sound:.4f} Ry bohr")
print(f"density of states N_F = {dos:.2f} per Ry, spin, cell")
print(f"coupling slope C = {coupling_slope:.2e} Ry^2 bohr")
print(f"phonon cutoff Omega_D = {debye:.5f} Ry")
print(f"lambda = {lam0:.4f} (pure number)")
print(f"a2F at Omega_D/2 = {a2f(debye / 2):.4f} (pure number)")
print(f"paired level: relative deviation = {level_deviation:.1e}")
for ratio, surface, closed in surface_values:
    print(f"nu/Omega_D={ratio:.1f}: lambda surface sum={surface:.6f},"
          f" closed={closed:.6f}")
print(f"T_c = {t_c:.4e} Ry = {t_c * rydberg_ev / boltzmann_ev:.2f} K")
print(f"T_c/Omega_D = {t_c / debye:.5f} (pure number)")
for l in (0, 1, 2, 5):
    print(f"lambda(l={l}) at T_c = {float(lam(2 * np.pi * t_c * l)):.5f}")
for n in (0, 1, 2, 5):
    print(f"normal Z_{n} at T_c: long sum={z_normal_long_sum(n, t_c):.5f},"
          f" finite sum={z_normal_finite_sum(n, t_c):.5f}")
print(f"normal Z_0 at 2 T_c, long sum = {z_normal_long_sum(0, 2 * t_c):.5f}")
for ratio, value in normal_rows:
    print(f"normal T=0, w/Omega_D={ratio:.2f}: Z = {value:.5f}")
for label, result in (("0.97", below), ("0.50", half),
                      ("0.05", (w_low, z_low, gap_low))):
    print(f"T/T_c={label}: Z_0={result[1][0]:.5f},"
          f" Delta_0={result[2][0]:.4e} Ry")
print(f"Delta_0 at 0.05 T_c = {gap_low[0] * rydberg_ev * 1000:.3f} meV")
print(f"Delta_0(0.05 T_c)/T_c = {gap_low[0] / t_c:.4f} (pure number)")
print(f"Delta_0 at 1.03 T_c / Omega_D = {abs(above[2][0]) / debye:.1e}")
print(f"superconducting Z(0) from T=0 integral = {z_integral:.5f}")
print(f"1 + lambda - Z_0 at 0.05 T_c = {1 + lam0 - z_low[0]:.5f}")
print(f"matrix equation residual / Omega_D = {matrix_residual:.1e}")
print("PASS")
```

Output:

```
Fermi wave number k_F = 0.500 1/bohr
sound velocity c (hbar=1) = 0.0020 Ry bohr
density of states N_F = 5.00 per Ry, spin, cell
coupling slope C = 2.00e-04 Ry^2 bohr
phonon cutoff Omega_D = 0.00200 Ry
lambda = 1.0000 (pure number)
a2F at Omega_D/2 = 0.2500 (pure number)
paired level: relative deviation = 1.2e-04
nu/Omega_D=0.2: lambda surface sum=0.869676, closed=0.869676
nu/Omega_D=0.5: lambda surface sum=0.597641, closed=0.597641
nu/Omega_D=1.0: lambda surface sum=0.306853, closed=0.306853
nu/Omega_D=3.0: lambda surface sum=0.051755, closed=0.051755
T_c = 1.4483e-04 Ry = 22.87 K
T_c/Omega_D = 0.07241 (pure number)
lambda(l=0) at T_c = 1.00000
lambda(l=1) at T_c = 0.63500
lambda(l=2) at T_c = 0.34423
lambda(l=5) at T_c = 0.08573
normal Z_0 at T_c: long sum=2.00000, finite sum=2.00000
normal Z_1 at T_c: long sum=1.75667, finite sum=1.75667
normal Z_2 at T_c: long sum=1.59169, finite sum=1.59169
normal Z_5 at T_c: long sum=1.34374, finite sum=1.34374
normal Z_0 at 2 T_c, long sum = 2.00000
normal T=0, w/Omega_D=10.00: Z = 1.09973
normal T=0, w/Omega_D=1.00: Z = 1.62588
normal T=0, w/Omega_D=0.10: Z = 1.98241
normal T=0, w/Omega_D=0.01: Z = 1.99967
T/T_c=0.97: Z_0=1.99209, Delta_0=9.1647e-05 Ry
T/T_c=0.50: Z_0=1.92170, Delta_0=2.8693e-04 Ry
T/T_c=0.05: Z_0=1.91969, Delta_0=2.9901e-04 Ry
Delta_0 at 0.05 T_c = 4.068 meV
Delta_0(0.05 T_c)/T_c = 2.0646 (pure number)
Delta_0 at 1.03 T_c / Omega_D = 7.6e-11
superconducting Z(0) from T=0 integral = 1.91978
1 + lambda - Z_0 at 0.05 T_c = 0.08031
matrix equation residual / Omega_D = 1.1e-12
PASS
```
